**Minimum images in skew cells: wrapping, reduction and the 27-image search**

A separation has fractional coordinates s in a lattice basis, and its periodic images are obtained by subtracting integer shifts n from s. Wrapping s into [-1/2, 1/2) gives the shortest image for every separation only when the basis is orthogonal. An obtuse superbase consists of four lattice vectors that sum to zero and have no positive mutual dot product; in a basis taken from it, wrapping followed by a comparison of the 27 images with shifts -1, 0 and 1 suffices. The program asserts the underlying identities symbolically and compares the 27-image result with wide searches in a different basis for 45 random and special lattices. It also asserts the two safe-distance criteria on sampled vectors, and checks an fcc reciprocal lattice against a separate enumeration of its lattice points. In the worked cell, wrapping gives 7.125 Å where the true minimum is 1.888 Å, and 27 images in the original basis give 3.341 Å. Over 6000 sampled separations, wrapping alone fails for 75.2% in the original basis and 21.3% in the reduced one, while reduction with 27 images fails for none.

## Verification by program

```python
"""Minimum images in skew cells.

Result under test: wrapping fractional coordinates into [-1/2, 1/2) gives the
shortest periodic image for every separation only if the basis is orthogonal.
After reduction to an obtuse superbase (four lattice vectors with zero sum and
no positive mutual dot product), wrapping followed by a comparison of the 27
images with shifts -1, 0, 1 always gives the shortest image.

Symbols: rows of 'basis' are lattice vectors; a separation is frac @ basis;
its images are (frac - n) @ basis with integer n; the dual vectors are the
columns of inv(basis); a height is 1/|dual vector|. Direct lengths in angstrom.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const

rng = np.random.default_rng(12345)


def wrap(frac):
    return frac - np.floor(frac + 0.5)


def lengths(vectors):
    return np.sqrt(np.sum(np.asarray(vectors)**2, axis=-1))


def dual_lengths(basis):
    return np.linalg.norm(np.linalg.inv(basis), axis=0)


def search(cart, basis, ranges):
    """Wrap in the given basis, then take the shortest of the listed images."""
    wrapped = wrap(cart @ np.linalg.inv(basis)) @ basis
    best = np.full(len(cart), np.inf)
    best_n = np.zeros((len(cart), 3), dtype=int)
    for n in itertools.product(*[range(-m, m + 1) for m in ranges]):
        trial = wrapped - np.array(n) @ basis
        square = np.einsum('ij,ij->i', trial, trial)
        better = square < best - 1e-12
        best[better] = square[better]
        best_n[better] = n
    return wrapped - best_n @ basis, best_n


def guaranteed_range(basis, radius):
    """Shifts that can lead from a wrapped vector to one within radius."""
    return np.floor(0.5 + radius * dual_lengths(basis) + 1e-9).astype(int)


def obtuse_superbase(basis):
    vectors = np.vstack([basis, -basis.sum(axis=0)]).astype(float)
    steps = 0
    while True:
        dots = vectors @ vectors.T
        np.fill_diagonal(dots, -np.inf)
        i, j = np.unravel_index(np.argmax(dots), dots.shape)
        if dots[i, j] <= 1e-10 * np.max(np.sum(vectors**2, axis=1)):
            return vectors, steps
        old = vectors[i].copy()
        for k in range(4):
            if k not in (i, j):
                vectors[k] += old
        vectors[i] = -old
        steps += 1
        assert steps < 1000


def reduce_basis(basis):
    vectors, steps = obtuse_superbase(basis)
    order = np.argsort(lengths(vectors), kind='stable')
    return vectors[order[:3]], vectors, steps


def skew_counterexample(basis):
    """A wrapped vector that is beaten by subtracting one basis vector."""
    gram = basis @ basis.T
    i, j = max(itertools.combinations(range(3), 2),
               key=lambda pair: abs(gram[pair]))
    g = gram[i, j]
    eps = 0.5 * abs(g) / (gram[i, i] + abs(g))
    frac = np.zeros(3)
    frac[i] = 0.5 * (1 - eps)
    frac[j] = 0.5 * (1 - eps) * np.sign(g)
    vector = frac @ basis
    gain = vector @ vector - np.sum((vector - basis[i])**2)
    predicted = abs(g) - eps * (gram[i, i] + abs(g))
    return frac, vector, gain, predicted


# Symbolic identities for a general superbase.
comps = sp.symbols('x0:9', real=True)
vec = [sp.Matrix(comps[3*i:3*i+3]) for i in range(3)]
vec.append(-(vec[0] + vec[1] + vec[2]))
t = list(sp.symbols('t0:3', real=True)) + [sp.Integer(0)]
total = t[0]*vec[0] + t[1]*vec[1] + t[2]*vec[2]
pair_sum = sum(-vec[i].dot(vec[j]) * (t[i] - t[j])**2
               for i, j in itertools.combinations(range(4), 2))
assert sp.expand(total.dot(total) - pair_sum) == 0
changed = [-vec[0], vec[1], vec[2] + vec[0], vec[3] + vec[0]]
change = sum(v.dot(v) for v in changed) - sum(v.dot(v) for v in vec)
assert sp.expand(change + 2*vec[0].dot(vec[1])) == 0
assert all(sp.expand(c) == 0 for c in sum(changed, sp.zeros(3, 1)))

# Random and special lattices; the reference search uses the seed basis.
seeds = [np.eye(3), np.diag([1., 1., 4.]),
         np.array([[0., 1, 1], [1, 0, 1], [1, 1, 0]]),
         np.array([[-1., 1, 1], [1, -1, 1], [1, 1, -1]]),
         np.array([[1., 0, 0], [-0.5, np.sqrt(0.75), 0], [0, 0, 1.6]])]
while len(seeds) < 45:
    candidate = rng.normal(size=(3, 3)) * np.array([1.0, 1.0, 1.5])
    if abs(np.linalg.det(candidate)) > 0.5:
        seeds.append(candidate)
corners = np.array(list(itertools.product([-0.5, 0.0, 0.5], repeat=3)))
largest_spread = 0.0
skew_tested = 0
for seed_basis in seeds:
    shear = np.eye(3)
    for _ in range(4):
        i, j = rng.choice(3, size=2, replace=False)
        shear[i] += rng.integers(-2, 3) * shear[j]
    reduced, superbase, _ = reduce_basis(shear @ seed_basis)
    transform = reduced @ np.linalg.inv(seed_basis)
    assert np.allclose(transform, np.round(transform), atol=1e-7)
    assert abs(abs(np.linalg.det(transform)) - 1) < 1e-7
    points = np.vstack([corners, rng.uniform(-0.5, 0.5, (80, 3))]) @ reduced
    found, _ = search(points, reduced, (1, 1, 1))
    limits = guaranteed_range(seed_basis, lengths(found).max())
    reference, _ = search(points, seed_basis, limits)
    assert np.allclose(lengths(found), lengths(reference), atol=1e-8)
    coords = reference @ np.linalg.inv(reduced)
    coords = np.column_stack([coords, np.zeros(len(coords))])
    largest_spread = max(largest_spread, np.ptp(coords, axis=1).max())
    gram = reduced @ reduced.T
    if np.max(np.abs(gram - np.diag(np.diag(gram)))) > 1e-8:
        frac, vector, gain, predicted = skew_counterexample(reduced)
        assert np.allclose(wrap(frac), frac)
        assert gain > 0 and abs(gain - predicted) < 1e-9
        skew_tested += 1
assert largest_spread <= 1.5 + 1e-8
assert skew_tested >= 40

# Orthogonal cell: wrapping alone agrees with a wide search.
box = np.diag([3.0, 5.0, 8.0])
points = rng.uniform(-2, 2, (500, 3)) @ box
plain = wrap(points @ np.linalg.inv(box)) @ box
wide, _ = search(points, box, (4, 3, 2))
assert np.allclose(lengths(plain), lengths(wide))

# Main skew cell and one separation.
cell = np.array([[4., 0, 0], [13, 5, 0], [7, 8, 6]])
reduced, superbase, steps = reduce_basis(cell)
dots = superbase @ superbase.T
assert max(dots[i, j] for i, j in itertools.combinations(range(4), 2)) < 1e-8
frac_input = np.array([1.45, -0.55, 0.90])
separation = (frac_input @ cell)[None, :]
frac_wrapped = wrap(frac_input)
wrapped = frac_wrapped @ cell
narrow, narrow_n = search(separation, cell, (1, 1, 1))
example_range = guaranteed_range(cell, lengths(wrapped))
true, true_n = search(separation, cell, example_range)
check, _ = search(separation, cell, example_range + 4)
frac_reduced = wrap(separation[0] @ np.linalg.inv(reduced))
reduced_wrapped = frac_reduced @ reduced
reduced_found, reduced_n = search(separation, reduced, (1, 1, 1))
assert np.allclose(true, check) and np.allclose(true, reduced_found)
assert lengths(wrapped) > lengths(narrow[0]) + 0.1
assert lengths(narrow[0]) > lengths(true[0]) + 0.1
assert np.max(np.abs(true_n)) > 1

# Failure fractions over separations uniform in the cell.
count = 6000
sample = rng.uniform(-0.5, 0.5, (count, 3)) @ cell
corner_radius = lengths(corners @ cell).max()
worst_range = guaranteed_range(cell, corner_radius)
reference, reference_n = search(sample, cell, worst_range + 1)
assert np.all(np.abs(reference_n) <= worst_range)
ref_len = lengths(reference)


def failure_percent(vectors):
    return 100 * np.mean(lengths(vectors) > ref_len + 1e-8)


fail_wrap = failure_percent(sample)
fail_narrow = failure_percent(search(sample, cell, (1, 1, 1))[0])
fail_reduced = failure_percent(
    wrap(sample @ np.linalg.inv(reduced)) @ reduced)
fail_full = failure_percent(search(sample, reduced, (1, 1, 1))[0])
assert fail_wrap > 0 and fail_narrow > 0 and fail_reduced > 0
assert fail_full == 0

# Two safe distances, and a displacement just outside the first one.
heights = 1 / dual_lengths(cell)
safe = heights.min() / 2
directions = rng.normal(size=(2000, 3))
directions /= lengths(directions)[:, None]
short = directions * (0.999 * safe * rng.uniform(0, 1, (2000, 1)))
assert np.allclose(wrap(short @ np.linalg.inv(cell)) @ cell, short)
limit = np.floor(lengths(cell).min() * dual_lengths(cell) + 1e-9).astype(int)
lattice = np.array([np.array(n) @ cell for n in itertools.product(
    *[range(-m, m + 1) for m in limit]) if any(n)])
shortest = lengths(lattice).min()
certified = lengths(sample) <= shortest / 2
assert certified.sum() > 20
assert np.allclose(lengths(sample)[certified], ref_len[certified])
axis = np.argmin(heights)
normal = np.linalg.inv(cell)[:, axis]
displacement = 1.05 * safe * normal / lengths(normal)
spoiled = wrap(displacement @ np.linalg.inv(cell)) @ cell
assert lengths(displacement) < shortest / 2
assert lengths(spoiled) > lengths(displacement) + 0.1

# Wrapping alone also fails in the reduced basis.
bad_frac, bad_vector, gain, predicted = skew_counterexample(reduced)
bad_true, _ = search(bad_vector[None, :], cell, worst_range)
assert gain > 0 and abs(gain - predicted) < 1e-9
assert lengths(bad_true[0]) < lengths(bad_vector) - 1e-6

# Reciprocal lattice of an fcc crystal.
edge = 4.0
fcc = edge / 2 * np.array([[0., 1, 1], [1, 0, 1], [1, 1, 0]])
recip = 2 * np.pi * np.linalg.inv(fcc).T
recip_reduced, _, recip_steps = reduce_basis(recip)
assert recip_steps == 0
k_frac = np.array([0.45, -0.45, 0.10])
k_wrapped = k_frac @ recip
k_short = search(k_wrapped[None, :], recip_reduced, (1, 1, 1))[0][0]
parity = np.array([h for h in itertools.product(range(-5, 6), repeat=3)
                   if len({x % 2 for x in h}) == 1])
g_vectors = 2 * np.pi / edge * parity
assert abs(lengths(k_wrapped + g_vectors).min() - lengths(k_short)) < 1e-10
assert lengths(k_wrapped) > lengths(k_short) + 0.1
k_sample = rng.uniform(-0.5, 0.5, (3000, 3)) @ recip
k_best = np.array([lengths(k + g_vectors).min() for k in k_sample])
k_found = search(k_sample, recip_reduced, (1, 1, 1))[0]
assert np.allclose(lengths(k_found), k_best)
outside = 100 * np.mean(lengths(k_sample) > k_best + 1e-8)
kinetic = const.hbar**2 * 1e20 / (2 * const.m_e * const.e)
energy_wrapped = kinetic * lengths(k_wrapped)**2
energy_short = kinetic * lengths(k_short)**2


def show(vector, digits=3):
    rounded = np.round(np.asarray(vector, dtype=float), digits) + 0.0
    return '(' + ', '.join(f'{x:.{digits}f}' for x in rounded) + ')'


print('SKEW CELL')
for i in range(3):
    print(f'a{i+1} [angstrom]:', show(cell[i]))
print(f'cell volume: {abs(np.linalg.det(cell)):.3f} angstrom^3')
print('heights h1,h2,h3 [angstrom]:', show(heights, 4))
print('input fractional separation:', show(frac_input))
print('wrapped fractional separation:', show(frac_wrapped))
print('wrapped vector [angstrom]:', show(wrapped))
print(f'wrapped length: {lengths(wrapped):.4f} angstrom')
print('best of 27, original basis [angstrom]:', show(narrow[0]))
print('its shift n:', narrow_n[0].tolist())
print(f'its length: {lengths(narrow[0]):.4f} angstrom')
print('guaranteed shift range, original basis:', example_range.tolist())
print('images in that range:', int(np.prod(2*example_range + 1)))
print('true minimum image [angstrom]:', show(true[0]))
print('its shift n:', true_n[0].tolist())
print(f'its length: {lengths(true[0]):.4f} angstrom')
print('REDUCTION')
print('reduction steps:', steps)
for i in range(3):
    print(f'reduced vector {i+1} [angstrom]:', show(reduced[i]))
print('fourth superbase vector [angstrom]:', show(-reduced.sum(axis=0)))
print('sum of squares before [angstrom^2]:',
      f'{np.sum(cell**2) + np.sum(cell.sum(axis=0)**2):.3f}')
print(f'sum of squares after [angstrom^2]: {np.sum(superbase**2):.3f}')
print('wrapped fractions, reduced basis:', show(frac_reduced, 4))
print(f'wrapped length, reduced: {lengths(reduced_wrapped):.4f} angstrom')
print('shift n from 27 images, reduced:', reduced_n[0].tolist())
print(f'27-image length, reduced: {lengths(reduced_found[0]):.4f} angstrom')
print('FAILURES, sampled separations:', count)
print(f'wrapping, original basis: {fail_wrap:.1f} percent')
print(f'27 images, original basis: {fail_narrow:.1f} percent')
print(f'wrapping, reduced basis: {fail_reduced:.1f} percent')
print(f'27 images, reduced basis: {fail_full:.1f} percent')
print(f'largest coordinate spread, test lattices: {largest_spread:.3f}')
print('SAFE DISTANCES')
print(f'half smallest height: {safe:.4f} angstrom')
print(f'half shortest lattice vector: {shortest/2:.4f} angstrom')
print('short displacement [angstrom]:', show(displacement, 4))
print(f'its length: {lengths(displacement):.4f} angstrom')
print(f'length after wrapping: {lengths(spoiled):.4f} angstrom')
print('REDUCED-BASIS COUNTEREXAMPLE')
print('fractional coordinates:', show(bad_frac, 4))
print(f'wrapped length: {lengths(bad_vector):.4f} angstrom')
print(f'true minimum length: {lengths(bad_true[0]):.4f} angstrom')
print('FCC RECIPROCAL LATTICE')
print(f'cube edge: {edge:.3f} angstrom; reduction steps: {recip_steps}')
print('wrapped k, fractional:', show(k_frac))
print('wrapped k [2 pi/edge]:', show(k_wrapped * edge / (2*np.pi)))
print('shortest k+G [2 pi/edge]:', show(k_short * edge / (2*np.pi)))
print(f'wrapped |k|: {lengths(k_wrapped):.4f} 1/angstrom')
print(f'shortest |k+G|: {lengths(k_short):.4f} 1/angstrom')
print(f'kinetic energy at wrapped k: {energy_wrapped:.3f} eV')
print(f'lowest kinetic energy: {energy_short:.3f} eV')
print(f'wrapped k outside first zone: {outside:.1f} percent of 3000')
print('done: every assertion held')
```

Running it gives:

```
SKEW CELL
a1 [angstrom]: (4.000, 0.000, 0.000)
a2 [angstrom]: (13.000, 5.000, 0.000)
a3 [angstrom]: (7.000, 8.000, 6.000)
cell volume: 120.000 angstrom^3
heights h1,h2,h3 [angstrom]: (1.1073, 3.0000, 6.0000)
input fractional separation: (1.450, -0.550, 0.900)
wrapped fractional separation: (0.450, 0.450, -0.100)
wrapped vector [angstrom]: (6.950, 1.450, -0.600)
wrapped length: 7.1250 angstrom
best of 27, original basis [angstrom]: (2.950, 1.450, -0.600)
its shift n: [1, 0, 0]
its length: 3.3414 angstrom
guaranteed shift range, original basis: [6, 2, 1]
images in that range: 195
true minimum image [angstrom]: (-1.050, 1.450, -0.600)
its shift n: [2, 0, 0]
its length: 1.8881 angstrom
REDUCTION
reduction steps: 11
reduced vector 1 [angstrom]: (-4.000, 0.000, 0.000)
reduced vector 2 [angstrom]: (1.000, 5.000, 0.000)
reduced vector 3 [angstrom]: (1.000, -2.000, 6.000)
fourth superbase vector [angstrom]: (2.000, -3.000, -6.000)
sum of squares before [angstrom^2]: 1140.000
sum of squares after [angstrom^2]: 132.000
wrapped fractions, reduced basis: (0.3000, 0.2500, -0.1000)
wrapped length, reduced: 1.8881 angstrom
shift n from 27 images, reduced: [0, 0, 0]
27-image length, reduced: 1.8881 angstrom
FAILURES, sampled separations: 6000
wrapping, original basis: 75.2 percent
27 images, original basis: 32.4 percent
wrapping, reduced basis: 21.3 percent
27 images, reduced basis: 0.0 percent
largest coordinate spread, test lattices: 1.500
SAFE DISTANCES
half smallest height: 0.5536 angstrom
half shortest lattice vector: 2.0000 angstrom
short displacement [angstrom]: (0.1609, -0.4184, 0.3701)
its length: 0.5813 angstrom
length after wrapping: 3.8795 angstrom
REDUCED-BASIS COUNTEREXAMPLE
fractional coordinates: (0.0000, 0.4357, -0.4357)
wrapped length: 4.0171 angstrom
true minimum length: 3.4113 angstrom
FCC RECIPROCAL LATTICE
cube edge: 4.000 angstrom; reduction steps: 0
wrapped k, fractional: (0.450, -0.450, 0.100)
wrapped k [2 pi/edge]: (-0.800, 1.000, -0.100)
shortest k+G [2 pi/edge]: (0.200, 0.000, 0.900)
wrapped |k|: 2.0177 1/angstrom
shortest |k+G|: 1.4482 1/angstrom
kinetic energy at wrapped k: 15.511 eV
lowest kinetic energy: 7.991 eV
wrapped k outside first zone: 28.0 percent of 3000
done: every assertion held
```
